Defect-free probability of a mask under independent nucleation

**1. What dimensions and independence fix**

In selective epitaxy a crystal should grow in the openings of a mask and nowhere else. Stray nuclei on the mask spoil this. Let a mask of area A be clean at time zero and exposed to the growth gas for a time t. We seek the probability P0 that no stable nucleus has formed on it.

Let J be the nucleation rate per unit area, the same everywhere on the mask and constant in time. Its dimension is 1/(area × time). If P0 depends on J, A and t alone, it can depend on them only through their dimensionless product

m = J A t,

so P0 = f(m). Powers of m, or functions of it, are the only other dimensionless quantities these three can form.

Independence fixes the function f. Divide the mask into two parts with products m₁ and m₂. The whole mask is clean when both parts are clean, and for independent parts the probabilities multiply:

f(m₁ + m₂) = f(m₁) f(m₂).

Differentiate with respect to m₂ and then set m₂ = 0:

f′(m₁) = f′(0) f(m₁).

A mask with no area is certainly clean, so f(0) = 1. For very small m the probability of a nucleus is m to leading order, which is what a rate means. Hence f(m) = 1 − m + o(m) and f′(0) = −1. The solution of f′ = −f with f(0) = 1 is

P0 = exp(−m) = exp(−J A t).

The units below are centimetres and seconds, since atomic units are unnatural for this problem.

**2. The assumptions**

A small patch dA of a clean mask forms a stable nucleus during dt with probability

J dA dt + o(dA dt).

This holds whatever the earlier history of the clean mask, and different patches act independently. The number J is known. "Stable" means that a nucleus, once formed, stays. If an etching gas can remove nuclei, a mask that is clean at the end need not have been clean throughout, and P0 then describes the second property and not the first.

"Defect-free" here means free of nuclei on the exposed mask. Dislocations, particles and faults in the openings are not counted.

**3. The same result from small cells**

Cut the area and the exposure time into n equal space-time cells. Each has the nucleation probability m/n, up to corrections that vanish faster than 1/n and whose sum over n cells therefore vanishes as n grows. The probability that all cells stay empty is

(1 − m/n)ⁿ.

To find its limit, take the logarithm and expand ln(1 − x) = −x − x²/2 − …:

n ln(1 − m/n) = −m − m²/(2n) − …

Exponentiating, and expanding the small second term, gives

(1 − m/n)ⁿ = exp(−m) [1 − m²/(2n) + …].

The limit is exp(−m). At finite n the product is too small by about exp(−m) m²/(2n).

Take the round model values J = 0.50 cm⁻² s⁻¹, A = 0.040 cm² and t = 60 s, which belong to no particular material. Then

m = 0.50 × 0.040 × 60 = 1.2,
P0 = exp(−1.2) = 0.3012.

The cell product is 0.2785 for n = 10, 0.2990 for n = 100 and 0.3010 for n = 1000. For n = 100 the predicted deficit is 0.3012 × 1.44/200 = 0.0022, which is the difference found.

**4. The survival equation and the waiting time**

A third route shows which part of the assumptions is needed. To be clean at t + dt, the mask must be clean at t and must form no nucleus in dt. Summed over all patches, the probability of a nucleus in dt is J A dt to first order, because two nuclei in the same dt have a probability of order dt². Therefore

P0(t + dt) = P0(t) [1 − J A dt + o(dt)].

Subtract P0(t), divide by dt and let dt go to zero:

dP0/dt = −J A P0, P0(0) = 1.

Multiplying by exp(J A t) turns this into d[exp(J A t) P0]/dt = 0. The bracket keeps its initial value 1, so P0 = exp(−J A t) again. The equation uses the total rate on a mask that is still clean. It makes no reference to the rate after the first nucleus.

Let T be the time of the first nucleus. The probability that T exceeds t is P0(t), so the density of T is

−dP0/dt = J A exp(−J A t).

Its mean follows by integration by parts, in which the boundary term vanishes at both ends:

⟨T⟩ = ∫₀^∞ t J A exp(−J A t) dt = ∫₀^∞ exp(−J A t) dt = 1/(J A).

Here ⟨T⟩ = 1/(0.50 × 0.040) = 50 s. An exposure equal to the mean waiting time has m = 1 and leaves a fraction exp(−1), about 37 %, of masks clean.

The waiting time has no memory. For a mask still clean at t, the probability of surviving a further time u is

exp[−J A (t + u)] / exp(−J A t) = exp(−J A u).

Within this model a mask that has stayed clean for a long time is no safer in the next second than a fresh one.

A simulation that draws a random nucleation time for every cell of 20000 masks gives a clean fraction of 0.2974, with a standard error of 0.0032. This is 1.2 standard errors below the formula. The simulated mean waiting time is 49.22 s. Its standard error is 50/√20000 = 0.35 s, so it lies 2.2 standard errors low. Both numbers come from the same sample and are not independent evidence. Both lie within the four standard errors allowed in the test.

**5. How many nuclei a mask carries**

Suppose now that the total rate stays J A after nuclei have formed. Let Pk be the probability of k nuclei. The state k is entered from k − 1 and left towards k + 1, so for k ≥ 1

dPk/dt = J A (P(k−1) − Pk).

Use m = J A t as the time variable and write Pk = exp(−m) qk(m). The derivative of the exponential cancels the loss term, leaving

dqk/dm = q(k−1), q0 = 1, qk(0) = 0 for k ≥ 1.

Successive integration gives q1 = m, q2 = m²/2 and in general qk = mᵏ/k!. The counts follow the Poisson distribution

Pk = exp(−m) mᵏ/k!.

The mean count is

Σ k Pk = m exp(−m) Σ m^(k−1)/(k−1)! = m,

where the last sum runs from k = 1 and equals exp(m). So m is the mean number of nuclei.

In the example P1 = 1.2 × 0.3012 = 0.3614, and the probability of two or more is 1 − 0.3012 − 0.3614 = 0.3374. Clean masks contribute nothing to the mean count, so the mean over defective masks alone is

m/(1 − exp(−m)) = 1.2/0.6988 = 1.717.

Two limits are useful. For m ≪ 1, P0 ≈ 1 − m, and the mean count among defective masks tends to 1 + m/2: a defective mask then usually has a single nucleus. For m ≫ 1 nearly every mask is defective, and that mean approaches m. The linear estimate 1 − m fails when m is not small. Here it gives −0.2, which is no probability. It counts a mask with two nuclei as two defective masks.

**6. What later nuclei can and cannot change**

A nucleus collects adatoms from its surroundings and may lower the nucleation rate near it. Suppose that the total rate drops from J A to s J A after the first nucleus, with constant s. The survival equation of part 4 is untouched, so P0 is still exp(−m). The mean count does change. It has two contributions: the first nucleus, present with probability 1 − exp(−m), and the later ones, produced at the rate s J A during the time left after T. The later contribution is therefore proportional to s. For s = 1 the total must be m, so the later contribution is then m − (1 − exp(−m)). Hence

⟨k⟩ = (1 − exp(−m)) + s [m − (1 − exp(−m))].

For s = 0.2 this is 0.6988 + 0.2 × 0.5012 = 0.799, against 1.2 without suppression. It follows that −ln P0 yields J A t even when later nuclei are suppressed, while the mean count then underestimates it.

The protection applies to the whole mask and not to a window inside it. A nucleus outside the window can suppress one inside while the window is still clean. Picture a list of candidate nuclei formed independently, from which a candidate is struck out if it falls within an exclusion zone around an earlier accepted nucleus. Striking out can turn a defective window into a clean one but never the reverse, so the window is clean at least as often as exp(−J A_window t). For the whole mask nothing changes, because the first candidate has no predecessor and is always accepted.

This was simulated on a square mask of side 2.0 mm with an exclusion radius of 0.8 mm, made large on purpose so that the effect is visible. The clean fraction of the whole mask is 0.2974, the same as without exclusion, since the same candidates were used. The mean count falls to about 1.00. For a central window of 0.010 cm² the exponential formula gives 0.7408. The simulation gives 0.7402 without exclusion and 0.7715 with it. The standard error of each fraction is about 0.003, so the value with exclusion lies about ten standard errors above the exponential formula.

**7. Rates and areas that change**

If the rate depends on position and time, the total rate on the clean mask is Λ(s) = ∫ J(r, s) dA, taken over the area exposed at time s. The survival equation becomes dP0/ds = −Λ(s) P0. Dividing by P0 and integrating from 0 to t gives

P0 = exp(−∫₀ᵗ Λ(s) ds).

A simple case is an incubation time τ during which nothing nucleates, followed by a constant J. Then P0 = 1 up to τ and P0 = exp[−J A (t − τ)] afterwards. The exposure time in the basic formula must then be counted from τ.

A second case belongs to selective growth itself. Crystal growing out of the openings spreads sideways over the mask and covers it. Let the mask consist of stripes of width w and total length L, with A = L w, overgrown from both edges. The crystal is bounded by vertical side facets, each advancing over the mask at the constant speed v from time zero on. The width still exposed at time s is w − 2 v s, so for constant J

∫₀ᵗ Λ(s) ds = J L ∫₀ᵗ (w − 2 v s) ds = J L (w t − v t²),

and therefore

P0 = exp[−J L (w t − v t²)] for t ≤ w/(2v).

A nucleus that is later buried still counts as a defect. At the closure time t_c = w/(2v) the two fronts meet. Inserting it gives

w t_c − v t_c² = w²/(2v) − w²/(4v) = w²/(4v),

so the exponent at closure is J L w²/(4v), after which it stays constant. A fixed mask would have collected J L w t_c = J L w²/(2v) in the same time, twice as much. The factor of two arises because the exposed width falls linearly to zero, so that its average is w/2.

With w = 2.0 µm, the same area of 0.040 cm² requires L = 0.040/(2.0 × 10⁻⁴) = 200 cm of stripe. For v = 10 nm/s = 10⁻⁶ cm/s and t = 60 s,

w t = 0.0120 cm s, v t² = 0.0036 cm s,
J L (w t − v t²) = 0.50 × 200 × 0.0084 = 0.84.

The clean probability is 0.432, compared with 0.301 for the fixed mask. The stripes close at 100 s with exponent 1.00 and clean probability 0.368. A fixed mask exposed for 100 s has exponent 2.00 and clean probability 0.135.

Writing the closure exponent as J A w/(4v) shows how the layout enters. At fixed total mask area it is proportional to the stripe width and inversely proportional to the lateral speed. At a given v, narrow stripes help because they are covered sooner. If v itself falls as the stripes become narrower, for instance because less material reaches the crystal from the mask, only the ratio w/v counts: the gain is smaller, it vanishes when v is proportional to w, and it turns into a loss when v falls faster than w.

The speed v is that of the line where the crystal meets the mask. For a vertical facet it equals the growth speed V normal to the facet. Now let the facet lean back over the crystal, making an angle θ with the mask plane inside the crystal. Its normal has the horizontal component sin θ, so the moving plane x sin θ + z cos θ = V s meets the mask, z = 0, at x = V s/sin θ. The contact line thus moves at v = V/sin θ, and the stripe formula holds with this v as long as the facet persists down to the mask.

These formulas take J as uniform right up to the growing edge. If the crystal captures adatoms from the nearby mask and so lowers J there, the general integral over Λ must be used, and the uniform value overestimates the exponent.

**8. A rate that varies from run to run**

Suppose that J is constant within each run but differs between runs, with mean J̄. The observed clean fraction over many runs is the average of exp(−J A t). Put x = J A t and m = J̄ A t. The curve exp(−x) lies above its tangent at x = m:

exp(−x) ≥ exp(−m) [1 − (x − m)].

Averaging removes the term x − m, since ⟨x⟩ = m. Therefore

⟨exp(−J A t)⟩ ≥ exp(−J̄ A t).

Inserting the mean rate into the exponential gives too small a clean fraction whenever J really varies. For a definite case let J have the gamma density

p(J) = (k/J̄)ᵏ J^(k−1) exp(−k J/J̄)/Γ(k),

with mean J̄ and relative standard deviation 1/√k; in this part k is the shape parameter and not a count. The average contains the integral

∫₀^∞ J^(k−1) exp[−(k/J̄ + A t) J] dJ = Γ(k)/(k/J̄ + A t)ᵏ.

Multiplying by (k/J̄)ᵏ/Γ(k) gives

⟨P0⟩ = [(k/J̄)/(k/J̄ + A t)]ᵏ = (1 + m/k)^(−k).

For k → ∞ the spread vanishes and exp(−m) returns. For k = 2 the relative spread is 0.707, and with m = 1.2 the clean fraction is 1.6⁻² = 0.391 instead of 0.301. Someone who assumed a fixed rate would infer −ln 0.391 = 0.94 nuclei per mask, although the true mean is 1.2.

Masks in the same run share the same J, so their outcomes are correlated. For two equal masks the probability that both are clean is ⟨exp(−2x)⟩. This exceeds ⟨exp(−x)⟩² by the variance of exp(−x), which is not negative. Clean masks then tend to come together, and so do defective ones.

**9. Design limits and the reading of data**

For a required clean probability Y and a fixed, known rate, solving Y = exp(−J A t) gives

A t = −ln(Y)/J.

Area and time can be traded against each other at constant product, as long as J is the same for every mask size and there is no incubation time. On a real mask this requires the mask to be wide compared with the adatom diffusion length. Otherwise the openings drain adatoms from it, and the mean J depends on the mask width. For Y = 0.99, −ln Y = 0.01005. With A = 0.040 cm² the longest exposure is

t = 0.01005/(0.50 × 0.040) = 0.50 s.

With t = 60 s the largest mask is

A = 0.01005/(0.50 × 60) = 3.35 × 10⁻⁴ cm² = 3.35 × 10⁴ µm².

Both are about 120 times smaller than the values of the example, in the ratio 1.2/0.01005. For Y close to 1, −ln Y ≈ 1 − Y, so halving the permitted defective fraction halves the permitted A t. For a mask of fixed exposed area, a factor that cannot be found in area or time must come from J. For the overgrown stripes of part 7, narrower stripes at the same lateral speed, or a higher lateral speed at the same width, also lower the exponent, provided that J stays the same.

Measured clean fractions can also test the assumptions. For separate masks of different area exposed for the same time, the basic model predicts that −ln P0 is a straight line through the origin with slope J t. If J is lowered near the openings, narrow masks have a smaller mean rate than wide ones and this proportionality fails even within one run; the next two statements assume a uniform J. If the clean fractions are averaged over many runs, a gamma spread of rates between runs gives k ln(1 + m/k) instead, with m = J̄ A t, which bends downwards as the area grows. Within a single run the line stays straight, with a slope set by the rate of that run. Plotted against time at fixed area, an incubation time shifts the straight line to start at τ, and lateral overgrowth bends it downwards. Since a spread of rates also bends the plot against time, curvature there does not identify its cause by itself. The values behind these examples are listed in the numerical output that follows.

Values computed for the example and the checks

```
nucleation rate J = 0.50 cm^-2 s^-1
mask area A = 0.040 cm^2
exposure time t = 60 s
mean number of nuclei m = 1.200
clean probability P0 = 0.3012
linear estimate 1 - m = -0.200
cell product, n = 10: 0.27850
cell product, n = 100: 0.29902
cell product, n = 1000: 0.30098
probability of exactly one nucleus = 0.3614
probability of two or more nuclei = 0.3374
mean count among defective masks = 1.717
later-rate factor s = 0.2
clean probability with suppression = 0.3012
mean count with suppression = 0.799
simulated masks = 20000
simulated clean fraction = 0.2974
standard error of that fraction = 0.0032
mean waiting time 1/(J A) = 50.00 s
simulated mean waiting time = 49.22 s
side of square mask = 2.0 mm
exclusion radius = 0.8 mm
whole mask clean, with exclusion = 0.2974
mean count, with exclusion = 1.001
window area = 0.010 cm^2
window clean, exponential formula = 0.7408
window clean, simulated, no exclusion = 0.7402
window clean, simulated, exclusion = 0.7715
stripe width w = 2.0 um
total stripe length L = 200 cm
lateral speed of each edge v = 10 nm/s
closure time = 100 s
stripe exponent at 60 s = 0.840
stripe clean probability at 60 s = 0.4317
stripe exponent at closure = 1.000
stripe clean probability at closure = 0.3679
fixed mask exponent at closure time = 2.000
fixed mask clean at closure time = 0.1353
gamma shape k = 2
relative standard deviation of J = 0.707
clean probability averaged over J = 0.3906
required clean probability = 0.99
longest exposure for A = 0.04 cm^2: 0.5025 s
largest mask for t = 60 s: 3.350e-04 cm^2
```
